# Why does my Richardson plot give a tenfold Richardson constant?

**Question**

I am working on an exercise about a silicide contact on n-type (100) silicon. The barrier, measured from the metal Fermi level, falls linearly by 0.2 meV per kelvin and is 0.70 eV at 300 K. I computed the saturation current density $J_0$ every 10 K from 250 to 350 K by integrating the thermionic flux numerically over $k$-space, with Fermi–Dirac occupation. Three of the points are

| $T$ (K) | $\phi$ (eV) | $1/kT$ (1/eV) | $\ln(J_0/T^2)$ |
|---|---|---|---|
| 250 | 0.710 | 46.4181 | −27.4231 |
| 300 | 0.700 | 38.6817 | −21.5435 |
| 350 | 0.690 | 33.1558 | −17.3437 |

with $J_0$ in A/cm². I expected the Richardson plot to bend, because the barrier changes, and its slope to give some average near 0.70 eV. Instead the points lie on a straight line, the slope gives 0.76 eV, and the intercept gives a Richardson constant of about 2580 A/cm²K². The effective masses I put in correspond to 253. The barrier is never 0.76 eV in my temperature range. What is the plot measuring, and would a real diode show the same thing?

**Answer**

Your numbers are right. The plot cannot distinguish a barrier that falls linearly from a higher, constant barrier with a larger prefactor. To see this, start from the current itself.

**The thermionic current**

I write $\phi$ in eV and $k$ in eV/K, so $\phi/kT$ is a pure number; $k_B$ is the same constant in J/K. Take one conduction-band valley with masses $m_x,m_y,m_z$ and the contact normal along $x$. Electrons at the barrier top that move towards the metal carry

$$J=q\,\frac{2}{(2\pi)^3}\int_{k_x>0} v_x f\,d^3k .$$

Since $\phi/kT\approx 27$ at 300 K, the occupation is $f\approx e^{-\phi/kT}e^{-E/k_BT}$, with $E$ the kinetic energy at the top. Along the normal, $v_x\,dk_x=dE_x/\hbar$, so that integral is $k_BT/\hbar$. Each transverse integral is a Gaussian, for instance $\int e^{-\hbar^2k_y^2/2m_yk_BT}dk_y=\sqrt{2\pi m_yk_BT}/\hbar$. Multiplying the three,

$$J=\frac{2q}{8\pi^3}\,\frac{k_BT}{\hbar}\,\frac{2\pi\sqrt{m_ym_z}\,k_BT}{\hbar^2}\,e^{-\phi/kT}
=\frac{4\pi q k_B^2\sqrt{m_ym_z}}{h^3}\,T^2e^{-\phi/kT},$$

where the last form uses $\hbar=h/2\pi$. On a (100) face, two valleys have their long axis along the normal and contribute $m_t$ each; the other four contribute $\sqrt{m_lm_t}$ each. With masses in units of $m_0$,

$$J_0=A^*T^2e^{-\phi/kT},\qquad A^*=\frac{4\pi qk_B^2m_0}{h^3}\left(2m_t+4\sqrt{m_lm_t}\right).$$

For $m_l=0.98$ and $m_t=0.19$ this is 253 A/cm²K². (The cyclotron-resonance value $m_l\approx0.916$ would give 246; the factor $e^{\alpha/k}$ found below does not depend on this choice.) At zero bias an equal flux returns from the metal. A forward voltage $V$ multiplies the flux from the semiconductor by $e^{qV/k_BT}$ and, if the barrier does not depend on bias, leaves the return flux alone. The net current is then $J_0(e^{qV/k_BT}-1)$, which is why $J_0$ is the saturation current.

**Why the line is straight, and what it gives**

Put $\phi(T)=\phi_0-\alpha T$ into the exponent:

$$-\frac{\phi}{kT}=-\frac{\phi_0}{kT}+\frac{\alpha T}{kT}=-\frac{\phi_0}{kT}+\frac{\alpha}{k}.$$

The temperature cancels from the second term, so

$$\ln\frac{J_0}{T^2}=\left(\ln A^*+\frac{\alpha}{k}\right)-\phi_0\,\frac{1}{kT}.$$

This is a straight line in $1/kT$. Its slope gives $\phi_0$, the barrier extrapolated linearly to $T=0$. Its intercept gives the apparent constant

$$A_R=A^*e^{\alpha/k}.$$

Here $\alpha/k=0.200/0.086173=2.321$ and $e^{2.321}=10.2$. The inflation depends on neither the barrier height, nor $A^*$, nor the temperature range. A factor of ten needs $\alpha=k\ln10=0.198$ meV/K, so your exercise sits almost on it.

Your table shows the same by hand. From the outer points,

$$\phi_0=\frac{-17.3437-(-27.4231)}{46.4181-33.1558}=\frac{10.0794}{13.2623}=0.760\ \text{eV},$$

and from the middle one, $\ln A_R=-21.5435+0.760\times38.6817=7.855$, so $A_R\approx2580$ A/cm²K².

Physically, warming raises the current in two ways: more electrons reach a given height, and the height itself comes down. The slope credits both to thermal activation, so it exceeds the barrier at temperature $T$ by $\alpha T$, which is 0.06 eV at 300 K. As a control, the same numerical integration with a constant barrier of 0.70 eV returns 0.700 eV and an apparent constant equal to $A^*$. If the barrier rose with temperature, $\alpha$ would be negative and the apparent constant too small.

**Getting the actual barrier back**

If $A^*$ is known, one current is enough:

$$\phi(T)=kT\ln\frac{A^*T^2}{J_0}.$$

At 300 K this gives $(\ln253.1+21.5435)/38.6817=0.700$ eV. The pair $(\phi_0,A_R)$ also reproduces the current. The mixed pair $(\phi_0,A^*)$ does not: it predicts $3.9\times10^{-6}$ A/cm² at 300 K instead of $4.0\times10^{-5}$.

**A barrier that is not linear down to 0 K**

For any smooth $\phi(T)$, let $x=1/kT$ and $y=\ln(J_0/T^2)=\ln A^*-\phi x$. Because $T=1/kx$, we have $dT/dx=-kT^2$, and therefore

$$-\frac{dy}{dx}=\phi+x\,\phi'\,(-kT^2)=\phi-T\phi'.$$

The local line meets $x=0$ at

$$y-x\frac{dy}{dx}=\ln A^*-\phi x+x(\phi-T\phi')=\ln A^*-\frac{\phi'}{k}.$$

So the plot carries the tangent of $\phi(T)$ to $T=0$. That equals the real zero-temperature barrier if the linear law holds all the way down, but a barrier that follows a band gap flattens on cooling. Take $\phi(T)=\phi(0)-cT^2/(T+b)$, with the constants chosen so that $\phi(0)=0.7357$ eV, $\phi(300\ \text{K})=0.700$ eV and the slope at 300 K is −0.2 meV/K. This curve is concave, so its tangent lies above it. A fit over your temperature range gives 0.759 eV, which is 24 meV above the true 0 K barrier, and a constant still inflated 10.0 times. Call $\phi_0$ the "extrapolated barrier", then, and not the barrier at 0 K.

**What a real contact adds**

Suppose some effect multiplies $J_0$ by $g(T)$. It adds $\ln g$ to the plot, and if $g$ varies with temperature it can change both readings. I take a doping of $10^{16}$ cm⁻³, which is $3.5\times10^{-4}$ of the band density of states $N_c$, so degeneracy is not a concern. I estimate four other effects, all at zero bias. The contact field changes with applied voltage, and the image-force and diffusion corrections change with it. The list is not complete: recombination in the depletion layer, for instance, is left out and can matter at the cold end if the carrier lifetime is short.

*Barrier spread.* Let independent patches in parallel have a Gaussian spread $s$ of barrier heights. Averaging $e^{-\delta x}$ over the deviation $\delta$, by completing the square, gives $g=e^{s^2x^2/2}$. The local slope then reads $\phi_0-s^2x$, and the intercept is multiplied by $e^{-s^2x^2/2}$. For an assumed, temperature-independent $s=30$ meV, the current at 300 K rises by a factor of 1.96, while the apparent constant falls by the same factor, to about 5.2 times $A^*$. The fit over the whole range gives 5.06.

*Image force.* Let $x$ now be the distance from the contact. Close to it the electron energy in eV is $-Fx-q/(16\pi\varepsilon x)$, with $F$ the contact field and $\varepsilon$ the permittivity of silicon. Its maximum is at $x_m=\sqrt{q/16\pi\varepsilon F}$, where the two terms are equal, so the barrier drops by $2Fx_m=\sqrt{qF/4\pi\varepsilon}$. With $F=0.038$ MV/cm this is 22 meV at 300 K. Warming reduces the band bending and hence $F$, so the lowering shrinks and the net barrier falls less steeply than $\phi$.

*Tunnelling near the top.* Treat the rounded top as an inverted parabola with transmission $1/(1+e^{-2\pi E/\hbar\omega})$, $E$ being measured from the top. With $a=\hbar\omega/2\pi k_BT<1$ and $t=e^{-E/(ak_BT)}$, the thermal average is

$$g=a\int_0^\infty\frac{t^{a-1}}{1+t}\,dt=\frac{\pi a}{\sin\pi a}.$$

The image-force profile has second derivative $-2F/x_m$ at its maximum, so $\omega=\sqrt{2qF/(mx_m)}$. Using the light mass $m=0.19\,m_0$ for all valleys, $\hbar\omega=33$ meV and $g=1.07$ at 300 K. This is an upper estimate: below its top the image-force barrier is wider than the parabola, and the uniform WKB transmission $1/(1+e^{2S})$, with $S$ the action through the actual profile, gives about 1.04 with the light mass and 1.03 with each valley's own normal mass. Both figures leave out quantum reflection at the steep drop into the metal, only about 3 nm from the top. Reflection weakens as the electron energy rises, so it can outweigh the tunnelling and raise the apparent barrier, by some 5 to 9 meV in the models below. It can also cost much more current than tunnelling adds: in a simple effective-mass model with an abrupt metal step 5 to 10 eV deep, the two together leave about 0.35 to 0.5 of the classical current at 300 K if the metal has the free-electron mass, and only about 0.2 to 0.3 if it is given the silicon mass. The tunnelling row below describes the parabola alone and is not the full quantum correction.

*Diffusion.* Electrons must also drift and diffuse up to the top. Let $V(x)$ be the barrier profile in eV, $V_m$ its maximum, $n_m$ the density there, $n_0$ its equilibrium value and $D$ the diffusivity. Emission gives $J=qv_R(n_m-n_0)$, with $v_R=A^*T^2/qN_c$. In the depletion layer

$$J=qD\,e^{-V/kT}\frac{d}{dx}\left(n\,e^{V/kT}\right).$$

Integrating from the top to the layer edge gives $J=qv_D(n_s-n_m)$, where $v_D=D/\int e^{(V-V_m)/kT}dx$ and $n_s=n_0e^{qV_a/k_BT}$ at applied voltage $V_a$. Adding $J/qv_R$ and $J/qv_D$ eliminates $n_m$:

$$J=\frac{qv_R(n_s-n_0)}{1+v_R/v_D},\qquad g=\frac{1}{1+v_R/v_D}.$$

With an assumed mobility of 1200 cm²/Vs at 300 K, varying as $T^{-2.2}$, and $D$ equal to the mobility times $k_BT/q$, the ratio $v_R/v_D$ is $5.0\times10^6/3.4\times10^7=0.147$ (both velocities in cm/s) and $g=0.87$. This is only a rough estimate. The potential falls by $kT$ within about 9 nm of the top, while the assumed mobility implies a mean free path near 40 nm, so drift-diffusion is being used beyond its strict range. The result then depends on the scattering model. For collisions at a constant rate, $g$ runs from about 0.8 (elastic) to 0.92 (fully thermalising), and the ratio $A_R/A^*$ in the diffusion row below from about 4 to 7.3; elastic collisions with a fixed mean free path give lower values still, about 0.65 and 2.5.

Refitting your data with each effect included gives

| Effect | Barrier (eV) | $A_R/A^*$ |
|---|---|---|
| none | 0.760 | 10.2 |
| image force | 0.735 | 8.8 |
| near-top tunnelling | 0.755 | 9.1 |
| diffusion | 0.751 | 6.1 |
| barrier spread | 0.724 | 5.1 |
| all four | 0.685 | 2.4 |

As modelled here, all four lower both readings. A least-squares line is linear in $\ln J_0$, so the barrier shifts add and the factors multiply. The last row combines separately evaluated corrections; it is an estimate of size, not a full transport theory.

**Beside the real case**

A barrier near 0.7 eV is roughly typical of silicides on n-type silicon, and 0.2 meV/K is comparable with the rate at which the silicon gap narrows near room temperature. Electrons can also be reflected at the contact, which lowers the true constant below the 253 A/cm²K² that follows from the masses. A transmission that does not depend on temperature would scale $A^*$ and $A_R$ alike and leave their ratio alone. Assuming a uniform barrier can be costly: in this example a 30 meV spread alone halves the inflation. The factor $e^{\alpha/k}$ is therefore a firm result for a uniform, purely thermionic contact with a linear barrier, but $k\ln(A_R/A^*)$ from a real plot is not a safe measurement of $\alpha$ until these other temperature dependences have been ruled out or corrected for. The fitted values in the tables are in the numerical output.

## Computed results

```
Boltzmann constant k = 0.086173 meV/K
barrier fall alpha = 0.200 meV/K
extrapolated barrier phi0, input = 0.760 eV
masses: long 0.98, transverse 0.19 (m0)
true A* = 253.1 A/cm2K2
alpha/k = 2.3209
exp(alpha/k) = 10.185
alpha for exactly tenfold = 0.1984 meV/K
T (K) | phi (eV) | 1/kT (1/eV) | J0 (A/cm2) | ln(J0/T2)
250 | 0.710 | 46.4181 | 7.6946e-08 | -27.4231
300 | 0.700 | 38.6817 | 3.9631e-05 | -21.5435
350 | 0.690 | 33.1558 | 3.5962e-03 | -17.3437
fit: apparent barrier = 0.7600 eV
fit: apparent constant = 2578 A/cm2K2
fit: apparent/true constant = 10.185
control, constant barrier: barrier = 0.7000 eV
control: apparent/true constant = 1.0000
300 K barrier from J0 and true A* = 0.7000 eV
300 K J0 from phi0 and true A* = 3.891e-06 A/cm2
curved barrier: true 0 K value = 0.7357 eV
curved barrier: plot gives = 0.7594 eV
curved: excess over 0 K = 23.7 meV
curved: apparent/true constant = 10.03
doping N = 1.0e+16 cm^-3
N / band density at 300 K = 3.53e-04
band bending at 300 K = 0.495 eV
contact field at 300 K = 0.0381 MV/cm
depletion width at 300 K = 246 nm
image lowering at 300 K = 21.6 meV
barrier-top hbar*omega, 300 K = 32.8 meV
tunnelling factor at 300 K = 1.070
mobility at 300 K, assumed = 1200 cm2/Vs
mobility power of T, assumed = -2.2
emission velocity at 300 K = 5.02e+06 cm/s
diffusion velocity at 300 K = 3.42e+07 cm/s
diffusion factor at 300 K = 0.872
barrier spread, assumed = 30 meV
spread factor at 300 K = 1.961
refit with effect | barrier (eV) | apparent/true constant
image force | 0.7346 | 8.79
near-top tunnelling | 0.7554 | 9.12
diffusion | 0.7506 | 6.13
barrier spread | 0.7243 | 5.06
all four | 0.6849 | 2.36
```
